\section*{Choosing the Volume Window for a Linear Birch-Murnaghan Fit}

\section{The decision: which volumes to compute}

Before an equation of state is fitted, someone must decide at which volumes to compute the energy. Closely spaced volumes give small energy differences, so the numerical noise is amplified in the fitted derivatives. Widely spaced volumes suppress the noise, but the fitted form may no longer describe the whole curve. The best compromise differs for the equilibrium volume $V_0$, the bulk modulus $B_0$ and its pressure derivative $B'$.

Let $E(V)$ be the energy of one fixed cell at zero temperature, smooth near a minimum at $V_0>0$ with positive curvature. The conventions are
\begin{equation}
P=-\frac{dE}{dV},\qquad B=-V\frac{dP}{dV},\qquad
B'=\left.\frac{dB}{dP}\right|_{P=0},
\end{equation}
and $B_0=B(V_0)$. The algebra is in atomic units. It contains no dimensional constants, so it holds unchanged with energies in eV and lengths in angstrom.

\section{Why the energy is a cubic polynomial}

Under isotropic deformation lengths scale as $(V/V_0)^{1/3}$. The Eulerian strain, which refers lengths to the deformed state, is
\begin{equation}
f=\frac{y-1}{2},\qquad y=\left(\frac{V}{V_0}\right)^{-2/3}=\frac{x}{x_0},
\qquad x=V^{-2/3}.
\end{equation}
The third-order Birch-Murnaghan model keeps the $f^2$ and $f^3$ terms of the energy; the linear term vanishes at equilibrium. The energy is therefore a cubic in $y$, and hence in $x$.

To connect its coefficients with $B_0$ and $B'$, use $V\,dx/dV=-\tfrac23x$, that is, $V\,d/dV=-\tfrac23x\,d/dx$. With derivatives written as subscripts,
\begin{equation}
P=\frac{2}{3V}\,xE_x .
\end{equation}
Apply $-V\,d/dV$. The factor $1/V$ contributes $+P$, and the factor $xE_x$ contributes $\frac{2}{3V}\cdot\frac23x(E_x+xE_{xx})$:
\begin{equation}
B=\frac{2}{9V}\left(5xE_x+2x^2E_{xx}\right).
\end{equation}
One more derivative gives
\begin{equation}
V\frac{dB}{dV}=-B-\frac{4}{27V}
\left(5xE_x+9x^2E_{xx}+2x^3E_{xxx}\right).
\end{equation}
Since $V\,dP/dV=-B$, the ratio $dB/dP$ is minus this expression divided by $B$. At the minimum $E_x=0$, so
\begin{align}
B_0&=\frac{4x_0^2E_{xx}}{9V_0},\label{eq:B}\\
B'&=1+\frac{9x_0^2E_{xx}+2x_0^3E_{xxx}}{3x_0^2E_{xx}}
=4+\frac23\,\frac{x_0E_{xxx}}{E_{xx}}.\label{eq:Bp}
\end{align}
These two relations hold for any smooth energy curve, not just for the model.

Write $z=y-1$ and $E=E_0+c_2z^2+c_3z^3$. Then $x_0^2E_{xx}=2c_2$ and $x_0^3E_{xxx}=6c_3$, which give
\begin{equation}
c_2=\frac{9V_0B_0}{8},\qquad c_3=\frac{c_2(B'-4)}{2}.
\label{eq:c}
\end{equation}
The model energy is thus
\begin{equation}
E=E_0+\frac{9V_0B_0}{16}\left[2(y-1)^2+(B'-4)(y-1)^3\right].
\end{equation}

\section{Linear fit and analytic recovery}

The reference $x_0$ is not known in advance. Let $x_r$ be the midpoint of the sampled interval in $x$, put $V_r=x_r^{-3/2}$, and fit
\begin{equation}
E=p_0+p_1u+p_2u^2+p_3u^3,\qquad u=\frac{x}{x_r}-1 .
\end{equation}
This is linear least squares. Numerically, solve for the coefficients of powers of $u/u_{\max}$ and divide the $n$th one by $u_{\max}^n$.

A stationary point satisfies $p_1+2p_2u+3p_3u^2=0$, so
\begin{equation}
u=\frac{-p_2\pm s}{3p_3},\qquad s=\sqrt{p_2^2-3p_1p_3}.
\end{equation}
The curvature there is $2p_2+6p_3u=\pm2s$; the minimum has the plus sign. Multiplying numerator and denominator by $s+p_2$ and using $s^2-p_2^2=-3p_1p_3$ gives
\begin{equation}
u_0=-\frac{p_1}{p_2+s}.\label{eq:u0}
\end{equation}
This form needs a positive radicand and $p_2+s\neq0$; the latter is guaranteed when $p_2>0$. It is regular at $p_3=0$, the case $B'=4$, where the original quotient is $0/0$.

Because $x\,d/dx=(1+u)\,d/du$ and $x_0=x_r(1+u_0)$, equations \eqref{eq:B} and \eqref{eq:Bp} with $E_{uu}=2s$ and $E_{uuu}=6p_3$ become
\begin{align}
V_0&=V_r(1+u_0)^{-3/2},\\
B_0&=\frac{8(1+u_0)^2s}{9V_0},\\
B'&=4+\frac{2(1+u_0)p_3}{s}.
\end{align}
A negative radicand means that the fitted cubic has no minimum. A minimum outside the sampled interval is an extrapolation, and the scan should be moved.

Centring matters for the root as well as for the fit. In uncentred powers of $y$, with $A=9V_0B_0/16$, the linear coefficient is $A(3B'-16)$, the quadratic one is $A(14-3B')$, and $s=2A$. The denominator in \eqref{eq:u0} would be $A(16-3B')$, giving $0/0$ at $B'=16/3$. With $u$, the minimum lies near $u=0$, where $p_1$ is small and $p_2+s\approx2p_2$.

\section{Truncation bias}

Now let the true energy differ from the model:
\begin{equation}
E=E_0+c_2z^2+c_3z^3+c_4z^4+c_5z^5+\cdots .
\end{equation}
Equations \eqref{eq:c} still define $c_2$ and $c_3$ through the true $V_0$, $B_0$ and $B'$. Take $N$ points $z_i=h\tau_i$, with $\tau_i$ equally spaced from $-1$ to $1$. The window is then centred on the minimum, with half-width $h$ in $y$. Define $m_k=N^{-1}\sum_i\tau_i^k$; odd moments vanish.

Least squares is linear in the data. It reproduces the cubic part and replaces each higher power by its best cubic approximation. By parity, $\tau^4$ is approximated by $a+g\tau^2$. Orthogonality of the residual to $1$ and $\tau^2$ requires
\begin{equation}
a+gm_2=m_4,\qquad am_2+gm_4=m_6,
\end{equation}
and elimination of $a$ gives
\begin{equation}
g=\frac{m_6-m_2m_4}{m_4-m_2^2}.
\end{equation}
Likewise $\tau^5$ is approximated by $q_1\tau+q_3\tau^3$, with
\begin{equation}
q_1m_2+q_3m_4=m_6,\qquad q_1m_4+q_3m_6=m_8 .
\end{equation}
With $\Delta=m_2m_6-m_4^2$, the solution is
\begin{equation}
q_1=\frac{m_6^2-m_4m_8}{\Delta},\qquad
q_3=\frac{m_2m_8-m_4m_6}{\Delta}.
\end{equation}
For dense points $m_k=1/(k+1)$ for even $k$, so $g=6/7$, $q_1=-5/21$ and $q_3=10/9$. Restoring powers of $h$, the leading coefficient errors are
\begin{equation}
\delta c_1=q_1c_5h^4,\qquad \delta c_2=gc_4h^2,\qquad
\delta c_3=q_3c_5h^2 .\label{eq:dc}
\end{equation}
The sixth and seventh powers add corrections smaller by a factor of order $h^2$.

These errors must be carried into the recovered parameters. To first order the fitted minimum moves to $z_0=-\delta c_1/(2c_2)$, and
\begin{equation}
\frac{\delta s}{c_2}=\frac{\delta c_2}{c_2}-\frac{3c_3\,\delta c_1}{2c_2^2}
=\frac{\delta c_2}{c_2}+\frac{3c_3}{c_2}z_0 .
\end{equation}
Differentiating the recovery formulas gives
\begin{align}
\delta V_0&=-\frac32V_0z_0=\frac{3V_0}{4c_2}\,\delta c_1,\label{eq:dV}\\
\frac{\delta B_0}{B_0}&=\frac{\delta c_2}{c_2}
+\left(\frac72+\frac{3c_3}{c_2}\right)z_0,\label{eq:dB}\\
\delta B'&=\frac{2\,\delta c_3}{c_2}-\frac{2c_3\,\delta c_2}{c_2^2}
+\frac{2c_3}{c_2}\left(1-\frac{3c_3}{c_2}\right)z_0.\label{eq:dBp}
\end{align}
In \eqref{eq:dB}, $7/2$ is the sum of $2$ from $(1+u_0)^2$ and $3/2$ from $1/V_0$. Since the bias part of $z_0$ is of order $h^4$, the leading biases $\beta h^p$ have
\begin{align}
\beta_V&=\frac{3V_0q_1c_5}{4c_2}, & p&=4,\\
\beta_B&=B_0\frac{gc_4}{c_2}, & p&=2,\\
\beta_{B'}&=\frac{2}{c_2}\left(q_3c_5-\frac{gc_3c_4}{c_2}\right), & p&=2.
\end{align}
The volume is less sensitive because, in a symmetric window, the quartic term has no odd part with which to move the minimum.

\section{Noise and the best window}

Assume that each energy carries an independent error of zero mean and variance $\sigma^2$. An error that varies smoothly with volume is not of this kind: it changes the curve being fitted, and the present analysis cannot detect it.

Let $X$ be the matrix with columns $1,\tau,\tau^2,\tau^3$. An error vector $\epsilon$ changes the coefficients by $(X^TX)^{-1}X^T\epsilon$, whose covariance is $\sigma^2(X^TX)^{-1}$. Parity splits $X^TX$ into the blocks
\begin{equation}
N\begin{pmatrix}1&m_2\\m_2&m_4\end{pmatrix},\qquad
N\begin{pmatrix}m_2&m_4\\m_4&m_6\end{pmatrix}.
\end{equation}
Inverting them and dividing the $n$th coefficient by $h^n$ gives
\begin{align}
\operatorname{var}c_1&=\frac{\sigma^2m_6}{N\Delta h^2},\\
\operatorname{var}c_2&=\frac{\sigma^2}{N(m_4-m_2^2)h^4},\\
\operatorname{var}c_3&=\frac{\sigma^2m_2}{N\Delta h^6}.
\end{align}
For dense points the numerical factors multiplying $\sigma^2/N$ are $75/4$, $45/4$ and $175/4$.

The linear relations \eqref{eq:dV}--\eqref{eq:dBp} apply to noise too, provided that the coefficient fluctuations are small compared with $c_2$. Keeping the highest inverse power of $h$, the standard deviations are $\alpha/h^k$, with
\begin{align}
\alpha_V&=\frac{3V_0}{4c_2}\frac{\sigma}{\sqrt N}\sqrt{\frac{m_6}{\Delta}},
&k&=1,\\
\alpha_B&=\frac{B_0}{c_2}\frac{\sigma}{\sqrt N}\frac1{\sqrt{m_4-m_2^2}},
&k&=2,\\
\alpha_{B'}&=\frac{2}{c_2}\frac{\sigma}{\sqrt N}\sqrt{\frac{m_2}{\Delta}},
&k&=3.
\end{align}
The neglected terms change the variances by relative order $h^2$.

At fixed $N$, the mean-square error of each parameter is, to leading order,
\begin{equation}
M(h)=\beta^2h^{2p}+\alpha^2h^{-2k}.
\end{equation}
Setting $dM/dh=2p\beta^2h^{2p-1}-2k\alpha^2h^{-2k-1}=0$ yields
\begin{equation}
h_*^{2(p+k)}=\frac{k\alpha^2}{p\beta^2},\qquad
\frac{\text{bias}^2}{\text{variance}}=\frac{k}{p}.\label{eq:h}
\end{equation}
This is the minimum, since $M$ grows without limit at both ends and has one stationary point. The ratio is $1/4$ for $V_0$, $1$ for $B_0$ and $3/2$ for $B'$.

Because $\alpha\propto\sigma$, at fixed $N$ the best $h$ scales as $\sigma^{1/(p+k)}$: a fourth root for $B_0$, and fifth roots for $V_0$ and $B'$. The explicit factor $1/\sqrt N$ gives the dependence on $N$ only for dense points, since the moments $m_k$ also change with $N$. In the example below, going from $N=11$ to $N=41$ moves the best $h$ for $B_0$ from $0.054$ to $0.049$, where that factor alone would give $0.046$. Better convergence calls for a narrower window, but only slowly. If $\beta$ vanishes or nearly cancels, \eqref{eq:h} gives a window too large for the expansion, and the next bias term must be kept.

\section{Centring and spacing}

Suppose the window is centred at $z=m$ instead of zero, and put $w=z-m$. Then
\begin{equation}
c_4z^4=c_4(w^4+4mw^3+6m^2w^2+\cdots).
\end{equation}
The fit replaces $w^4$ by an even quadratic but retains $4mw^3$. To first order in $m$ this adds $4c_4m$ to the cubic coefficient, so
\begin{equation}
\delta B'=\frac{8c_4}{c_2}\,m.\label{eq:m}
\end{equation}
The curvature of $4mw^3$ at the minimum, $w=-m$, is of order $m^2$ and does not enter here. Terms of order $mh^2$, from the quadratic that replaces $w^4$ and from the higher powers, are also neglected. A relative error $\delta V/V_0$ in the central volume gives $m=-\tfrac23\delta V/V_0$.

For $V_0$ a term of order $mh^2$ is the leading effect. The quadratic $gc_4h^2w^2$ that replaces $c_4w^4$ has slope $-2gc_4mh^2$ at $w=-m$, so \eqref{eq:dV} gives
\begin{equation}
\delta V_0=-\frac32V_0\,\frac{gc_4}{c_2}\,mh^2 .
\end{equation}
The $h^4$ law for $V_0$, and the window derived from it, therefore hold only while $|m|$ is small compared with $|q_1c_5/(2gc_4)|\,h^2$.

Equal steps in volume disturb the symmetry even when their centre is $V_0$. For end points $V_0(1\pm v)$,
\begin{equation}
y=1\mp\frac23v+\frac59v^2+\cdots,
\end{equation}
so the midpoint in $y$ is displaced by $5v^2/9$. With $v\approx3h/2$ this is of order $h^2$, and by \eqref{eq:m} it changes $B'$ at the same order as the bias already found. The point density in $y$ also becomes uneven. The remedy is to choose equal steps in $x$, symmetric about $x_0$, and convert them to volumes; equal steps in $x$ between the same displaced end points would leave the midpoint error in place.

\section{Finding the window from a pilot scan}

The optimum needs $c_2,\ldots,c_5$ and $\sigma$, which can be estimated as follows.

\begin{enumerate}
\item Compute a wide pilot scan of $N_p>6$ points, equally spaced in $x$ about a trial volume, and fit a quintic $Q(u)$.
\item Find its minimum $u_0$ by Newton iteration on $Q'(u)=0$. Since $1+u=(1+u_0)(1+z)$, the Taylor coefficients are
\begin{equation}
c_n=\frac{(1+u_0)^n}{n!}Q^{(n)}(u_0).
\end{equation}
\item Estimate $\sigma^2$ by the sum of squared residuals divided by $N_p-6$, because six coefficients were fitted.
\item Evaluate \eqref{eq:h} for the required parameter, using the number of points $N$ planned for the final scan.
\item Compute the new scan, centred on the pilot $V_0$, and apply the cubic fit.
\end{enumerate}

The pilot has its own truncation error. If a sextic fit changes $c_4$ or $c_5$ strongly, the predicted window is not reliable. The converse does not hold. By parity, in a window centred on the minimum a sixth power changes $c_4$ but not $c_5$; there the leading truncation error of $c_5$ comes from the seventh power. Off centre the even powers also bias $c_5$. A sextic fit removes most of that part but leaves most of the error from the seventh power: for the pilot of the example below, that contribution changes only from $-0.26$ to $-0.23$ eV. A fit of degree 7 makes $c_5$ much noisier: for the pilot of the example below its standard deviation is about $3.5$ eV, against $0.5$ eV for the quintic. For the same pilot, noise-free fits of degree 5, 6 and 7 give $c_5=2.84$, $2.98$ and $3.28$ eV, against the true $3.23$ eV.

\section{Worked example}

A curve with known parameters lets bias be separated from noise. Take the Vinet energy
\begin{equation}
E=\frac{9B_0V_0}{\eta^2}\left[1-(1+a)e^{-a}\right],\quad
a=\eta\left[\left(\frac V{V_0}\right)^{1/3}-1\right],
\end{equation}
with $\eta=\tfrac32(B'-1)$. The bracket is $a^2/2-a^3/3+\cdots$, and $a=\eta(-z/2+3z^2/8+\cdots)$. Hence
\begin{equation}
E=9B_0V_0\left[\frac{z^2}{8}+\left(\frac{\eta}{24}-\frac3{16}\right)z^3
+\cdots\right],
\end{equation}
which agrees with \eqref{eq:c}, since $2c_3/c_2=2\eta/3-3=B'-4$.

Choose $V_0=20$ \AA$^3$, $B_0=1$ eV/\AA$^3$, $B'=5$, $\sigma=10^{-4}$ eV and $N=11$. The coefficients $c_2$ to $c_5$ are $22.50$, $11.25$, $-9.844$ and $3.234$ eV. Thus $c_4/c_2=-0.4375$. The computed $\beta_B=-0.4375$ eV/\AA$^3$ shows that $g=1$ on this grid, compared with $6/7$ for dense points; finite-$N$ moments are worth using.

For $B_0$, where $p=k=2$,
\begin{equation}
h_*=\left(\frac{3.793\times10^{-6}}{0.4375}\right)^{1/4}=0.054.
\end{equation}
For $B'$, where $p=2$ and $k=3$,
\begin{equation}
h_*=\left(\sqrt{\frac32}\;\frac{1.414\times10^{-5}}{0.8017}\right)^{1/5}
=0.117.
\end{equation}
For $V_0$, where $p=4$ and $k=1$,
\begin{equation}
h_*=\left(\frac12\;\frac{8.191\times10^{-5}}{0.6578}\right)^{1/5}=0.144.
\end{equation}
The corresponding ranges of $V/V_0$ are about $0.92$--$1.09$, $0.85$--$1.20$ and $0.82$--$1.26$. These ranges assume one smooth energy branch, as the Vinet curve has. In a real solid the window must stop short of any magnetic, electronic or structural change, even if \eqref{eq:h} asks for more. Direct minimization of the simulated root-mean-square (RMS) error gives the same three values of $h$ to the digits shown. The numerical check also tests the scaling of the optimum by reducing the noise 32-fold.

The simulated RMS errors show the cost of using one window for everything:
\begin{center}
\begin{tabular}{cccc}
$h$ & $V_0$ (\AA$^3$) & $B_0$ (eV/\AA$^3$) & $B'$\\
0.040 & 0.0020 & 0.0025 & 0.219\\
0.054 & 0.0015 & 0.0018 & 0.087\\
0.117 & 0.0007 & 0.0059 & 0.014\\
0.250 & 0.0025 & 0.0268 & 0.050
\end{tabular}
\end{center}
The window best for $B'$ makes the error of $B_0$ about three times its minimum.

Centring matters here. Equation \eqref{eq:m} gives $\delta B'=-3.50\,m$. A central volume 1\% too large has $m=-0.0067$ and shifts $B'$ by about $+0.023$, more than the minimum RMS error of $0.014$. The sign matters: this shift adds to the bias of $+0.011$, giving about $+0.034$, whereas for a centre 1\% too small the shift has the opposite sign and the total bias is about $-0.013$. Equal volume steps over the same total volume width as the best $B'$ window give a bias of $-0.050$, against $+0.011$ for equal steps in $x$ centred on $x_0$. Almost all of the change comes from the displaced midpoint: equal steps in $x$ between the same end volumes give $-0.052$. The volume is affected too: at $h=0.144$ a centre 1\% too large raises the RMS error of $V_0$ from $0.0006$ to $0.0021$ \AA$^3$.

Now hide the true parameters from the algorithm. A 21-point pilot with $h=0.25$, centred at 20.5 \AA$^3$, returns $V_0=19.9998$ \AA$^3$ and $\sigma=9.3\times10^{-5}$ eV. Its $c_5=2.67$ eV is 18\% below the true value, yet the window chosen for $B'$ is $h=0.117$. This close match is partly accidental: the pilot coefficients make $\beta_{B'}$ about 8\% too small, the estimated $\sigma$ is 7\% too small, and the two errors nearly cancel in $\alpha/\beta$. Over 200 simulated pilots the 5th and 95th percentiles of the choice are $0.109$ and $0.125$. For windows centred on the true minimum, the 95th percentile of the resulting RMS error of $B'$ is 1.04 times the minimum.

The final 11-point scan runs from 16.94 to 24.10 \AA$^3$ and gives
\begin{equation}
V_0=20.0003\ \text{\AA}^3,\quad B_0=0.993\ \text{eV/\AA}^3,\quad B'=5.001 .
\end{equation}
In pressure units $B_0$ is 159.2 GPa, against the true 160.2 GPa. Its error of $-0.0066$ eV/\AA$^3$ is mostly truncation bias, which the leading law puts at $-0.4375\times0.117^2=-0.0060$ eV/\AA$^3$. Repeating the same scan and averaging would not remove it; the narrower $B_0$ window would reduce it. The error of $B'$, $0.0008$, is much smaller than its expected RMS value of $0.014$. In this draw the noise largely cancelled the bias, so the close agreement does not measure the accuracy of the method.

\section*{Computed results}
\begin{verbatim}
True V0 = 20.0 A^3, B0 = 1.0 eV/A^3, B' = 5.0
Noise sigma = 1.0e-04 eV, points N = 11
Largest relative error, exact BM recovery: 2.4e-15
c2, c3, c4, c5 (eV): 22.5000 11.2500 -9.8438 3.2344
Condition number, raw powers: 3.00e+04
Condition number, centred and scaled: 4.95
V0: beta = -6.5780e-01, alpha = 8.1907e-05 A^3
B0: beta = -4.3750e-01, alpha = 3.7933e-06 eV/A^3
B': beta = 8.0167e-01, alpha = 1.4137e-05 (no unit)
V0: bias at h=0.01: fit -6.5776e-09, law -6.5780e-09 A^3
B0: bias at h=0.01: fit -4.3749e-05, law -4.3750e-05 eV/A^3
B': bias at h=0.01: fit 8.0167e-05, law 8.0167e-05 (no unit)
V0: scatter at h=0.04: simulated 2.027e-03, law 2.048e-03 A^3
B0: scatter at h=0.04: simulated 2.397e-03, law 2.371e-03 eV/A^3
B': scatter at h=0.04: simulated 2.193e-01, law 2.209e-01 (no unit)
V0: best h: law 0.1442, simulated 0.1443; V/V0 0.817 to 1.263
B0: best h: law 0.0543, simulated 0.0544; V/V0 0.924 to 1.088
B': best h: law 0.1166, simulated 0.1166; V/V0 0.848 to 1.204
V0 at its best h: bias -2.817e-04, scatter 5.666e-04 A^3, bias^2/variance 0.25
B0 at its best h: bias -1.293e-03, scatter 1.305e-03 eV/A^3, bias^2/variance 0.98
B' at its best h: bias 1.089e-02, scatter 8.912e-03 (no unit), bias^2/variance 1.49
V0: h ratio for 32x less noise: simulated 2.005, law 2.000
B0: h ratio for 32x less noise: simulated 2.381, law 2.378
B': h ratio for 32x less noise: simulated 2.001, law 2.000
RMS errors at h=0.0400: V0 2.03e-03 A^3, B0 2.49e-03 eV/A^3, B' 2.19e-01
RMS errors at h=0.0544: V0 1.49e-03 A^3, B0 1.83e-03 eV/A^3, B' 8.73e-02
RMS errors at h=0.1166: V0 7.10e-04 A^3, B0 5.92e-03 eV/A^3, B' 1.41e-02
RMS errors at h=0.2500: V0 2.48e-03 A^3, B0 2.68e-02 eV/A^3, B' 5.01e-02
dB'/dm for centre shift m: fit -3.500, law -3.500
B' bias, equal volume steps, same total width: -0.0495
Pilot: centre 20.5 A^3, h = 0.25, 21 points
Pilot estimates: V0 = 19.9998 A^3, sigma = 9.31e-05 eV
Pilot c2, c3, c4, c5 (eV): 22.502 11.276 -9.804 2.667
Pilot choice of h for B': 0.1170
200 pilots, h for B', 5/50/95 percentiles: 0.1093 0.1179 0.1249
B' RMS error / minimum, 50/95 percentiles: 1.005 1.036
Final scan: 16.942 to 24.102 A^3
Final V0 = 20.00032 A^3, error 3.17e-04, expected RMS 7.08e-04
Final B0 = 0.99340 eV/A^3, error -6.60e-03, expected RMS 5.96e-03
Final B' = 5.00078 (no unit), error 7.84e-04, expected RMS 1.41e-02
Final B0 = 159.16 GPa; true B0 = 160.22 GPa
\end{verbatim}
